# Exponentially decaying hoppings from Loewdin orthogonalization of an overlapping chain, part 2

We study how Loewdin orthogonalization turns a nearest-neighbour Hamiltonian on an infinite chain into one with hoppings to all neighbours. The sites $n$ have spacing $a$, and $k$ is the dimensionless phase per cell. There is one real orbital $|n\rangle$ per site, with
$$\langle n|n\rangle=1,\qquad\langle n|n\pm1\rangle=s,$$
$$\langle n|H|n\rangle=\varepsilon_0,\qquad\langle n|H|n\pm1\rangle=t,$$
and nothing at larger distance. Here $\varepsilon_0$ and $t$ are real energies, and $s$ is real with $0<|s|<\tfrac12$.

With $S$ the overlap matrix, the Loewdin orbitals are $|\tilde n\rangle=\sum_m|m\rangle(S^{-1/2})_{mn}$, and the new Hamiltonian matrix is $\tilde H=S^{-1/2}HS^{-1/2}$. Its element between sites a distance $n$ apart is $t_n$. In plane waves $S(k)=1+2s\cos k$, $H(k)=\varepsilon_0+2t\cos k$, and the band is $E(k)=H(k)/S(k)$, with
$$t_n=\frac1{2\pi}\int_{-\pi}^{\pi}E(k)\,e^{ikn}\,dk .$$

The abbreviations are
$$\tau=t-s\varepsilon_0,\qquad r=\sqrt{1-4s^2},\qquad\zeta=\frac{r-1}{2s}=e^{ik_0},\qquad|\zeta|=e^{-\kappa},$$
where $S(k_0)=0$, $\kappa=\operatorname{Im}k_0>0$ and $\cosh\kappa=1/(2|s|)$. The zero is $k_0=\pi+i\kappa$ for $s>0$ and $k_0=i\kappa$ for $s<0$.

The theorem of Part I states
$$t_n=-\frac{\tau}{s\,r}\,\zeta^{|n|}\quad(n\neq0),\qquad t_0=\varepsilon_0+\frac{\tau}{s}\left(1-\frac1r\right).$$
It rests on
$$E(k)=\frac ts-\frac{\tau}{s}\,\frac1{1+2s\cos k},\qquad\frac1{2\pi}\int_{-\pi}^{\pi}\frac{e^{ikn}}{1+2s\cos k}\,dk=\frac{\zeta^{|n|}}{r}.$$

Equivalent forms use
$$s=-\frac{\zeta}{1+\zeta^2},\qquad r=1+2s\zeta=\frac{1-\zeta^2}{1+\zeta^2}.$$
For $n\geq1$ they give
$$t_n=\tau\,\frac{(1+\zeta^2)^2}{1-\zeta^2}\,\zeta^{n-1},$$
and for the on-site energy
$$t_0=\varepsilon_0+\frac{2\zeta\tau}{r}.$$

The opening case of Part I had $s=2/5$ and $\varepsilon_0=0$; there $\zeta=-\tfrac12$, so each further hopping is $-\tfrac12$ times the one before.

### Weak overlap

For small $s$, the expansion $r=1-2s^2+O(s^4)$ gives $\zeta=-s+O(s^3)$. To leading order in $s$,
$$t_n\approx\tau(-s)^{n-1}\quad(n\geq1),\qquad t_0\approx\varepsilon_0-2s\tau .$$
Each additional neighbour costs one more factor of overlap.

The first generated hopping can be traced to the orbitals. Take $\varepsilon_0=0$, so $\tau=t$. To first order in $s$,
$$|\tilde n\rangle\approx|n\rangle-\frac s2\bigl(|n-1\rangle+|n+1\rangle\bigr).$$
In $\langle\tilde0|H|\tilde2\rangle$ there are two contributions of first order. The admixture of $|1\rangle$ in $|\tilde2\rangle$ gives $-\frac s2\langle0|H|1\rangle=-st/2$, and the admixture of $|1\rangle$ in $|\tilde0\rangle$ gives $-\frac s2\langle1|H|2\rangle=-st/2$. Their sum is $-st$, in agreement with the formula. In this model the second-neighbour hopping is thus an original nearest-neighbour element seen through the small tails that make the orbitals orthogonal. For real atomic orbitals the neglected elements $\langle0|H|2\rangle$ and $\langle0|2\rangle$ add to it and are not negligible beside it: for Slater 1s orbitals with $s=0.20$ the second-neighbour overlap is 0.012, against $s^2=0.040$.

### Strong overlap and the failure at one half

As $|s|$ approaches $\tfrac12$, the zero $k_0$ moves towards the real axis. Expanding $\cosh\kappa\approx1+\kappa^2/2$ in $\cosh\kappa=1/(2|s|)$ gives
$$\frac{\kappa^2}2\approx\frac{1-2|s|}{2|s|}\approx\frac{1-2|s|}{1},\qquad\kappa\approx\sqrt{2(1-2|s|)}.$$
The second step replaces $2|s|$ in the denominator by its limiting value. The decay length $a/\kappa$ diverges as the inverse square root of the distance from the limit.

For $a=0.25$ nm, the numerically located zero gives the following values.

| $s$ | $\kappa$ | $\lvert\zeta\rvert$ | $a/\kappa$ (nm) |
|---|---|---|---|
| 0.10 | 2.292 | 0.101 | 0.109 |
| 0.20 | 1.567 | 0.209 | 0.160 |
| 0.30 | 1.099 | 0.333 | 0.228 |
| 0.40 | 0.693 | 0.500 | 0.361 |
| 0.49 | 0.202 | 0.817 | 1.240 |

The row $s=0.40$ is the opening case of Part I, with its factor of one half per site. At $s=0.49$ the limiting formula gives $\kappa\approx0.200$, close to the tabulated value. At $s=0.20$ it gives 1.095 instead of 1.567 and should not be used.

At $|s|=\tfrac12$ the function $S(k)$ has a zero at real $k$. The corresponding plane-wave combination of orbitals has vanishing norm per site, $S$ has no bounded inverse, and the construction fails. For $|s|>\tfrac12$ some combinations would have negative squared norm, so an infinite chain whose overlaps stop at nearest neighbours cannot exist. The limit of one half and the diverging decay length belong to this cut-off overlap. Real atomic orbitals with a large $s$ also overlap more distant neighbours, which moves the zero of $S(k)$. For Slater 1s orbitals with all overlaps kept, the elements of $S^{-1}$ fall by about 0.14, 0.24 and 0.28 per site at $s=0.20$, 0.40 and 0.49, against 0.209, 0.500 and 0.817 in the table, and $S$ is still positive definite at $s=0.60$.

### Proposition 1: the tails of the Loewdin orbitals

The orbitals themselves also spread over the chain. Their coefficients $x_n=(S^{-1/2})_{0n}$ decay at the same exponential rate as the hoppings, but with an additional power of distance.

**Proposition 1.** Let $a_m=\binom{2m}{m}/4^m$. For $n\geq0$,
$$x_n=\sqrt{1+\zeta^2}\;\zeta^n\sum_{m=0}^\infty a_ma_{m+n}\zeta^{2m},$$
and for large $n$
$$x_n\simeq\frac{\zeta^n}{\sqrt{\pi n}\,(1-4s^2)^{1/4}} .$$

*Proof.* With $z=e^{ik}$, the overlap function factorizes:
$$S(k)=\frac{(1-\zeta z)(1-\zeta/z)}{1+\zeta^2}.$$
To check this, multiply out the numerator: it is $1+\zeta^2-\zeta(z+1/z)$. Division by $1+\zeta^2$ and use of $s=-\zeta/(1+\zeta^2)$ give $1+s(z+1/z)$, as required.

For real $k$ the two factors in the numerator are complex conjugates with positive real part. The product of their principal inverse square roots is positive, so
$$S(k)^{-1/2}=\sqrt{1+\zeta^2}\,(1-\zeta z)^{-1/2}(1-\zeta/z)^{-1/2}.$$
The binomial series is $(1-y)^{-1/2}=\sum_ma_my^m$ for $|y|<1$. A power $z^n$ arises when the first factor supplies $z^{m+n}$ and the second supplies $z^{-m}$. Summing over $m$ gives the stated series; since $S(k)$ is even in $k$, the coefficients of $z^n$ and $z^{-n}$ agree.

For large $n$, Stirling's formula gives $a_n\simeq1/\sqrt{\pi n}$. The ratio $a_{m+1}/a_m=(2m+1)/(2m+2)$ is below one, so $a_{m+n}/a_n\leq1$, and for fixed $m$ this ratio tends to one as $n\to\infty$. The terms are thus dominated by the convergent series $\sum_ma_m\zeta^{2m}=(1-\zeta^2)^{-1/2}$, and the limit may be taken term by term:
$$x_n\simeq\frac{\zeta^n}{\sqrt{\pi n}}\sqrt{\frac{1+\zeta^2}{1-\zeta^2}}=\frac{\zeta^n}{\sqrt{\pi n}\,\sqrt r}.$$
Since $\sqrt r=(1-4s^2)^{1/4}$, the proof is complete. $\blacksquare$

The difference between orbital and hopping comes from the kind of singularity at $k_0$. The Hamiltonian contains $1/S(k)$, which has a simple pole and gives a pure exponential. The orbital contains $1/\sqrt{S(k)}$, which has a branch point and gives the factor $n^{-1/2}$.

### Proposition 2: a Hamiltonian of longer finite range

The decay rate does not rely on $H$ having the same range as $S$.

**Proposition 2.** Keep the nearest-neighbour overlap, but let the Hamiltonian have real elements $h_d$ up to distance $R\geq1$:
$$H(k)=h_0+2\sum_{d=1}^Rh_d\cos dk .$$
Then $t_n=H(k_0)\,\zeta^n/r$ for all $n\geq R$.

*Proof.* Put $c=\cos k$. The identity $\cos(d+1)k=2c\cos dk-\cos(d-1)k$ shows step by step that $\cos dk$ is a polynomial of degree $d$ in $c$. Thus $H(k)$ is a polynomial in $c$ of degree at most $R$. Dividing it by the first-degree polynomial $1+2sc$ leaves a constant remainder $C$:
$$H(k)=Q(c)\,(1+2sc)+C .$$
At $k=k_0$ the bracket vanishes, so $C=H(k_0)$. Hence $E(k)=Q(c)+H(k_0)/S(k)$. The polynomial $Q$ has degree at most $R-1$, so it contains no $e^{\pm ikn}$ with $n\geq R$. For those $n$ only the second term contributes, and the integral of $e^{ikn}/S(k)$ gives $\zeta^n/r$. $\blacksquare$

For $R=1$, $\cos k_0=-1/(2s)$ gives $H(k_0)=\varepsilon_0-t/s=-\tau/s$, and the theorem is recovered. The general exception is now visible: if $H(k_0)=0$, the numerator cancels the pole and all hoppings with $n\geq R$ vanish. The zero of the overlap function alone fixes the rate, while the amplitude $H(k_0)/r$ depends on both the Hamiltonian and the overlap.

### Proposition 3: the error of a truncated band

A calculation may keep $t_0$ and the hoppings up to distance $M\geq1$, without refitting them. Let $E_M(k)=t_0+2\sum_{n=1}^Mt_n\cos nk$.

**Proposition 3.** The largest absolute band error is
$$\max_k|E(k)-E_M(k)|=\frac{2|t_{M+1}|}{1-|\zeta|},$$
and it occurs at $k=\operatorname{Re}k_0$.

*Proof.* The error is $2\sum_{n>M}t_n\cos nk$. Its magnitude is at most
$$2\sum_{n>M}|t_n|=2|t_{M+1}|\bigl(1+|\zeta|+|\zeta|^2+\dots\bigr)=\frac{2|t_{M+1}|}{1-|\zeta|}.$$
For $s>0$, $\operatorname{Re}k_0=\pi$ and $\cos n\pi=(-1)^n$, which cancels the alternation of $\zeta^n$. For $s<0$, $\operatorname{Re}k_0=0$, every cosine is one and $\zeta^n$ does not alternate. In both cases all omitted terms have the same sign at that point, so the bound is attained. $\blacksquare$

The error is largest where $S(k)$ is smallest, $S(\operatorname{Re}k_0)=1-2|s|$. There $1/S(k)$ is largest, and so is the magnitude of the term $-\tau/(s\,S(k))$ from which all hoppings come.

### Worked example

Take the round model parameters $s=0.20$, $\varepsilon_0=-1.00$ eV, $t=-3.00$ eV and $a=0.25$ nm. They do not represent a particular material. First,
$$\tau=-3.00-0.20\times(-1.00)=-2.80\ \text{eV},$$
$$r=\sqrt{1-4(0.20)^2}=0.9165,\qquad\zeta=\frac{0.9165-1}{0.40}=-0.2087 .$$
A Newton search for the zero of $S(k)$ gives $k_0=3.1416+1.5668\,i$. The real part is $\pi$, as expected for $s>0$, and the decay length is $0.25/1.5668=0.160$ nm.

The nearest-neighbour hopping is
$$t_1=-\frac{(-2.80)(-0.2087)}{0.20\times0.9165}=-3.188\ \text{eV}.$$
Repeated multiplication by $\zeta$ gives $t_2=0.665$ eV, $t_3=-0.139$ eV and $t_4=0.029$ eV. The on-site energy is
$$t_0=-1.00+\frac{2(-0.2087)(-2.80)}{0.9165}=0.275\ \text{eV}.$$
The same values result from diagonalizing the overlap matrix of a 160-site ring and forming $S^{-1/2}HS^{-1/2}$. The weak-overlap estimate $t_2\approx-s\tau=0.560$ eV is 16% below the full value, relative to the latter.

The ring can stand in for the infinite chain for a definite reason. On $N$ sites, $k$ takes the values $2\pi j/N$. Inserting $E(k)=\sum_mt_me^{-ikm}$ into the discrete average $\frac1N\sum_kE(k)e^{ikn}$ leaves the terms $m=n+lN$ with integer $l$. The ring element is therefore $\sum_lt_{n+lN}$. For small $n\geq1$ the extra terms are suppressed by about $|\zeta|^{N-2n}$ relative to $t_n$; for $n=0$ they add about $2t_N$ to $t_0$. Both are negligible here.

The band edges are
$$E(0)=\frac{-1.00-6.00}{1.40}=-5.00\ \text{eV},\qquad E(\pi)=\frac{-1.00+6.00}{0.60}=8.33\ \text{eV}.$$
They lie at unequal distances from $\varepsilon_0$. The numerators of $E(k)-\varepsilon_0=2\tau\cos k/S(k)$ are equal and opposite at the two edges, but the overlap denominators are 1.40 and 0.60.

If only nearest-neighbour hopping is kept, Proposition 3 gives a largest error of
$$\frac{2\times0.6654}{1-0.2087}=1.68\ \text{eV},$$
which is 13% of the band width of 13.33 eV. With two neighbours the largest error is 0.35 eV, and with three it is 0.073 eV. Each additional neighbour reduces it by the factor $|\zeta|$.

The Loewdin orbital has coefficient 1.033 on its own site, $-0.108$ on each nearest neighbour and 0.017 on each second neighbour. The large-distance form of Proposition 1 gives $-0.123$ and 0.018 for the last two. It is a rough guide at the first neighbour and improves with distance.

Adding a second-neighbour Hamiltonian element of 0.50 eV illustrates Proposition 2. Since $\cos k_0=-2.5$ and $\cos2k_0=2(2.5)^2-1=11.5$,
$$H(k_0)=-1.00+2(-3.00)(-2.5)+2(0.50)(11.5)=25.5\ \text{eV}.$$
The second-neighbour hopping becomes $25.5\,\zeta^2/r=1.212$ eV, and the next two are $-0.253$ and 0.053 eV. The amplitudes have changed, but from the second neighbour on the ratio $t_{n+1}/t_n$ is still $\zeta$; the ratio $t_2/t_1$ is not, because the polynomial $Q$ contributes to $t_1$. Here $H=2c^2-6c-2$ in eV and $Q=5c-27.5$; the term $5\cos k$ adds $2.5$ eV to $t_1$, so $t_1=2.5+25.5\,\zeta/r=-3.307$ eV and $t_2/t_1=-0.366$. The numerical check confirms the values for $n\geq2$ from the matrices.

## Calculated quantities

```
overlap s = 0.20; lattice spacing a = 0.25 nm; ring sites = 160
eps0 = -1.00 eV; t = -3.00 eV; tau = -2.80 eV
sqrt(1-4s^2) = 0.916515; zeta = -0.208712
Newton zero k0 = 3.141593 + 1.566799 i (dimensionless)
decay length a/kappa = 0.1596 nm
band energy at k=0: -5.0000 eV; at k=pi: 8.3333 eV
n, t_n from matrix (eV), t_n from formula (eV)
0  +0.275252  +0.275252
1  -3.188131  -3.188131
2  +0.665402  +0.665402
3  -0.138877  -0.138877
4  +0.028985  +0.028985
5  -0.006050  -0.006050
6  +0.001263  +0.001263
weak-overlap estimate of t_2, -s*tau = +0.5600 eV
n, Loewdin orbital coefficient from matrix, large-n form
1  -0.108395  -0.122999
2  +0.016999  +0.018152
3  -0.002959  -0.003093
4  +0.000541  +0.000559
5  -0.000102  -0.000104
coefficient on own site n=0: 1.032954
s=0.40: relative deviation from large-n form, n=10: -0.0197, n=20: -0.0101
M neighbours kept, largest band error (eV)
1  1.681819
2  0.351016
3  0.073261
4  0.015291
5  0.003191
s, kappa (per site), |zeta|, decay length (nm), sqrt(2(1-2s))
0.05  2.9932  0.0501  0.0835  1.3416
0.10  2.2924  0.1010  0.1091  1.2649
0.20  1.5668  0.2087  0.1596  1.0954
0.30  1.0986  0.3333  0.2276  0.8944
0.40  0.6931  0.5000  0.3607  0.6325
0.49  0.2017  0.8173  1.2395  0.2000
second-neighbour test: added element 0.50 eV, H(k0) = 25.5000 eV
its hoppings t_2, t_3, t_4 = +1.21198, -0.25296, +0.05279 eV
flat case t = s*eps0 = -0.20 eV: largest deviation of the matrix from eps0 times identity = 3.8e-15 eV
```
